\section*{Electron and ion counts of the alpha term in charged cells, part 2}

The energy of a charged defect in a periodic cell must be combined with an electron reservoir level from another calculation. If the two refer to different zeros of potential, the result can be wrong by an amount that a larger supercell does not remove: $-0.1235$ hartree in the model crystal below.

Hartree atomic units are used, and potentials are electron potential energies. A cell of volume $\Omega$ contains $N$ valence electrons and ions of charge $Z_a$, with $Z=\sum_a Z_a$ and $q=Z-N$. A uniform background of charge $-q$ neutralizes it. The Coulomb terms at wave vector $\mathbf G=0$ cancel.

The local pseudopotential is $v_a(r)=-Z_a/r+\delta_a(r)$, with $\delta_a$ short-ranged and $\alpha_a=\int\delta_a\,d^3r$. Its non-Coulomb part has cell average $\bar V=\sum_a\alpha_a/\Omega$. The resulting alpha energy is $N\bar V$ in electron count (el), where the background meets the ions as point charges, and $Z\bar V$ in ion count (ion), where it feels the pseudopotential as electrons do. All other energy terms are common, so
\begin{equation}
E^{\mathrm{el}}-E^{\mathrm{ion}}=-q\bar V .
\label{eq:recall}
\end{equation}

The model ion has
\[
v(r)=-\frac{Z_a}{r}\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\,s}\right)
+(A+Br^2)e^{-r^2/(2s^2)} ,
\]
which gives
\begin{equation}
\alpha=2\pi Z_as^2+(2\pi)^{3/2}s^3(A+3Bs^2).
\label{eq:alpha}
\end{equation}
The host ion has $Z_a=4$, $s=0.9$ bohr, $A=3$ hartree and $B=-1.4$ hartree/bohr$^2$, so $\alpha=15.741971$ hartree bohr$^3$. With $Z_a=5$ and the same $s$, $A$ and $B$, $\alpha=20.831351$ hartree bohr$^3$.

The lattice test in the numerical output is a separate check of the electrostatics. It places ions of charge 4 and 5 in a cube of edge $8$ bohr, with prescribed Gaussian electron clouds and $q=1.5$. Direct real-space sums match both counts.

\subsection{Which level belongs to which energy}

Consider orbitals $\psi_i$ with occupations $f_i$, $N=\sum_if_i$, and fixed ions. Assume a semilocal exchange--correlation functional that can be differentiated at the density considered. Let $h$ be the one-electron Hamiltonian whose local ionic and Hartree potentials have zero average. It contains all terms other than the one from $\bar V$. Varying an orbital in the energy gives
\begin{equation}
\frac{\delta E}{\delta\psi_i^*}=f_i(h+c)\psi_i,
\qquad
c=\frac{\partial(\text{alpha energy})}{\partial N}.
\end{equation}
For electron count the alpha energy is $N\bar V$, so $c=\bar V$. For ion count it is $Z\bar V$, independent of the electrons, so $c=0$. The stationary orbitals satisfy $(h+c)\psi_i=\varepsilon_i\psi_i$.

Now change one occupation. The energy changes explicitly through $f_i$ and implicitly through the relaxation of all orbitals:
\begin{align}
\frac{\partial E}{\partial f_i}
&=\langle\psi_i|h+c|\psi_i\rangle
+\sum_jf_j\left[\left\langle\frac{\partial\psi_j}{\partial f_i}\right|h+c
\left|\psi_j\right\rangle+\mathrm{c.c.}\right]\nonumber\\
&=\varepsilon_i+\sum_jf_j\varepsilon_j
\frac{\partial}{\partial f_i}\langle\psi_j|\psi_j\rangle
=\varepsilon_i .
\label{eq:janak}
\end{align}
The last sum vanishes because the orbitals stay normalized. This is Janak's theorem with the potential zero kept in view. The background changes together with $N$, but its Coulomb contribution at $\mathbf G=0$ has already cancelled, and its possible $\delta_a$ contribution is contained in the choice of alpha energy.

A constant in the Hamiltonian does not change its orbitals. At the same occupations the densities therefore agree, while
\begin{equation}
\varepsilon_i^{\mathrm{el}}=\varepsilon_i^{\mathrm{ion}}+\bar V .
\label{eq:levels}
\end{equation}
This agrees with (\ref{eq:recall}): the derivative of $-q\bar V=(N-Z)\bar V$ with respect to $N$ is $\bar V$.

The limit $q=0$ is instructive. The two total energies coincide, yet their derivatives differ by $\bar V$. A neutral calculation can thus agree in total energy between two implementations and still report levels on different zeros.

Equation (\ref{eq:janak}) also tests whether a reported energy and a reported level share one convention, though not which one they share. Remove a small fraction of an electron at fixed ions and compare the energy slope with the reported level. A discrepancy of $\pm\bar V$ indicates that the energy of one convention has been joined to the Hamiltonian of the other.

\subsection{The same change as a shift of zero}

Add a constant $C$ to the electron potential energy. The electrons gain $NC$. An ion of charge $Z_a$ has the opposite sign and gains $-Z_aC$. Together,
\begin{equation}
\Delta E=NC-ZC=-qC .
\label{eq:gauge}
\end{equation}
Going from ion to electron count is the case $C=\bar V$: it reproduces both (\ref{eq:recall}) and (\ref{eq:levels}).

The background is left out of this shift. Had it been included, it would have gained $qC$ and the total change would have been zero, as it must be for a neutral system. The energy assigned to the charged cell is that of a charge $q$ whose potential zero remains to be specified. The reservoir that receives the missing electrons supplies the specification.

\subsection{Alignment}

Let $D$ denote the defect cell and $b$ a neutral bulk cell of the same volume. The $q$ electrons missing from $D$ are placed in the bulk at a reference level $\varepsilon_b$, here the highest occupied one. For negative $q$, electrons are taken from that level instead. The level is known relative to the zero of the bulk calculation, whereas $E_D$ uses the zero of the defect calculation. At a point $\mathbf r_0$ far from the defect, where the local environment should resemble the bulk, the offset of the two zeros is estimated by $V_D(\mathbf r_0)-V_b(\mathbf r_0)$. The aligned energy is
\begin{equation}
F=E_D-E_b+q\left[\varepsilon_b+V_D(\mathbf r_0)-V_b(\mathbf r_0)\right].
\label{eq:F}
\end{equation}
Here $V$ is the sum of the local ionic and Hartree potentials, with the average required by the convention in use. A formation energy also contains the energies of the neutral atoms exchanged with their reservoirs. For neutral reservoirs those energies are the same under both counts, and they are omitted from $F$.

Shift the two zeros independently by $C_D$ and $C_b$. By (\ref{eq:gauge}), $E_D$ changes by $-qC_D$, and the neutral $E_b$ does not change. The bulk level changes by $C_b$. Consequently
\begin{equation}
\Delta F=-qC_D+q\left[C_b+C_D-C_b\right]=0 .
\label{eq:invariance}
\end{equation}
Choosing $C_D=\bar V_D$ and $C_b=\bar V_b$ proves
\begin{equation}
\boxed{F^{\mathrm{el}}=F^{\mathrm{ion}}.}
\end{equation}
The equality holds for every choice of $\mathbf r_0$, provided that both conventions use the same point. It does not say that every point gives the same $F$, or that every point is a good bulk reference.

Without alignment, let $U=E_D-E_b+q\varepsilon_b$. Then
\begin{equation}
U^{\mathrm{el}}-U^{\mathrm{ion}}
=-q\bar V_D+q\bar V_b=-q(\bar V_D-\bar V_b)
=-\frac{q\,\Delta\alpha}{\Omega},
\label{eq:unaligned}
\end{equation}
where $\Delta\alpha$ is the change in $\sum_a\alpha_a$ caused by the defect. A defect that merely displaces ions has $\Delta\alpha=0$, and the disagreement vanishes. Otherwise it falls as $1/\Omega$ for one defect of fixed charge.

A more serious fault is to use $E^{\mathrm{el}}$ with the level and both potentials from ion count. The bracket in (\ref{eq:F}) is then correct for $E_D^{\mathrm{ion}}$, while the energy is lower by $q\bar V_D$. The error relative to the consistent $F$ is
\begin{equation}
F^{\mathrm{mixed}}-F=-q\bar V_D
=-q\left(\bar V_b+\frac{\Delta\alpha}{\Omega}\right)
\longrightarrow-q\bar V_b .
\label{eq:mixed}
\end{equation}
This is the opening failure. Its limit is finite because a larger crystal contains proportionally more ions. The failure requires that $V_D$ not carry the zero of $E_D$, as when the sampled potentials have had their averages set to zero. If each calculation supplies its potential on the zero of its own energy and levels, the two may use different counts, and (\ref{eq:invariance}) still gives the consistent $F$. Without alignment, $E_D^{\mathrm{el}}$ joined to $\varepsilon_b^{\mathrm{ion}}$ differs from $U^{\mathrm{ion}}$ by the same $-q\bar V_D$.

\subsection{A pentavalent ion in a tetravalent lattice}

The model crystal has eight host ions on the diamond lattice in a cube of edge $10.2$ bohr. Its volume is $10.2^3=1061.208$ bohr$^3$. In the defect cell one host ion is replaced by an ion of charge 5 with the same $s$, $A$ and $B$. Both cells contain 32 electrons. The bulk is neutral because $8\times4=32$; the defect cell has $q=(5+7\times4)-32=1$.

The calculation includes Hartree and local exchange energies but no correlation. It uses the $\Gamma$ point, a kinetic cutoff of $2.5$ hartree with 203 plane waves, and fixed ions. These choices limit the model as a description of a material, and the digits shown belong to this basis: raising the cutoff to $4$ or $5$ hartree lowers $E_D$ and $E_b$ by about $0.20$ or $0.25$ hartree, moves $F$ by up to $0.001$ hartree and raises the far-point offset by up to $0.0004$ hartree. They do not affect the comparison of conventions, because the algebra above holds within the chosen basis.

Equation (\ref{eq:alpha}) gives $\Delta\alpha=2\pi s^2=5.08938$ hartree bohr$^3$ for the extra unit of charge. Therefore
\begin{align}
\bar V_b&=\frac{8\times15.741971}{1061.208}=0.118672\ \text{hartree},\\
\bar V_D&=\frac{7\times15.741971+20.831351}{1061.208}
=0.123468\ \text{hartree}.
\end{align}
The two self-consistent calculations give, in hartree,
\begin{center}
\begin{tabular}{lrr}
 & electron count & ion count\\
$E_D$ & $-34.68050$ & $-34.55703$\\
$E_b$ & $-32.24049$ & $-32.24049$\\
$\varepsilon_b$ & $0.22537$ & $0.10670$\\
$V_D(\mathbf r_0)-V_b(\mathbf r_0)$ & $0.01959$ & $0.01479$
\end{tabular}
\end{center}
The impurity is at the origin and $\mathbf r_0$ is the centre of the cube, the point farthest from the impurity and its periodic images. The defect energies differ by $-0.12347$ hartree, which is $-q\bar V_D$. The bulk levels differ by $0.11867$ hartree, which is $\bar V_b$.

The relation between energy and level was tested by removing electrons from the highest occupied level of the defect cell, in equal shares if it is degenerate. For a smooth energy,
\begin{equation}
\frac{E(M+\eta)-E(M-\eta)}{2\eta}
=E'(M)+\frac{\eta^2}{6}E'''(M)+\dots
\end{equation}
With $M=31.95$ and $\eta=0.05$, the slopes are $0.226811$ hartree for electron count and $0.103343$ hartree for ion count. The levels at $M$ have the same printed values. They differ from each other by $0.123468$ hartree, as (\ref{eq:levels}) requires.

The unaligned energies are
\begin{align}
U^{\mathrm{el}}&=-34.68050+32.24049+0.22537=-2.21464,\\
U^{\mathrm{ion}}&=-34.55703+32.24049+0.10670=-2.20984,
\end{align}
both in hartree. Their difference is $-0.00480$ hartree, or $-0.13$ eV. Adding the respective offsets gives
\begin{align}
F^{\mathrm{el}}&=-2.21464+0.01959=-2.19505\ \text{hartree},\\
F^{\mathrm{ion}}&=-2.20984+0.01479=-2.19505\ \text{hartree}.
\end{align}
The equality was tested at every point of the real-space grid, not merely at $\mathbf r_0$. The large negative value is not a formation energy, since the neutral reservoir energies have been omitted.

\subsection{What alignment leaves unresolved}

In ion count both $V_D$ and $V_b$ have zero cell average. The average of their difference is therefore zero. If the offset were averaged over the whole cell instead of being read at $\mathbf r_0$, the aligned energy would equal $U^{\mathrm{ion}}=-2.20984$ hartree. The far-point value is higher by $0.01479$ hartree. This difference between the two sampling rules is the same in both conventions. It is not a pure offset of zeros. In ion count the extra ionic charge and its background alone give $0.0738$ hartree at $\mathbf r_0$, and the relaxation of the electrons reduces this to $0.0148$ hartree. Among grid points farther than $0.6$ of the cell edge from the impurity and its images the offset ranges from $0.006$ to $0.015$ hartree, so this small cell shows no plateau. Agreement between the counts is no evidence that $\mathbf r_0$ is bulk-like.

Nor does alignment remove the interaction of the charged defect with its periodic images and the background. That finite-size error is common to both counts and needs a separate correction. The correction must be defined together with the alignment rule, so that the same potential offset is not included twice.

The convention errors themselves have known size dependence. For one impurity among 8, 64 and 512 ions, (\ref{eq:unaligned}) gives unaligned differences of $-0.004796$, $-0.000599$ and $-0.000075$ hartree. The mixed-convention error (\ref{eq:mixed}) is $-0.123468$, $-0.119272$ and $-0.118747$ hartree. These values come from the formulas; the larger cells were not computed self-consistently. The first sequence tends to zero, the second to $-q\bar V_b=-0.118672$ hartree.

Sampling the wrong potential can bring the smaller error back. Suppose that energies and levels use electron count, but the offset is read from potentials whose averages have been set to zero. The offset then lacks $\bar V_D-\bar V_b$, and the result is wrong by $-q(\bar V_D-\bar V_b)$. The total energy, the reference level and the sampled potentials must all refer to the same pair of zeros. The numerical output lists these quantities for both counts.

\section*{Numbers as computed}
\begin{verbatim}
Lattice test: two ions, Gaussian electron clouds, background
cube edge: 8.0 bohr
cell charge: 1.5 e
real space, point-charge background: -10.427847 Ha
plane waves, electron count: -10.427847 Ha
real space, background feels pseudopotential: -10.320699 Ha
plane waves, ion count: -10.320699 Ha
Model defect: one pentavalent ion among eight, diamond lattice
host ion (charge e, s bohr, A Ha, B Ha/bohr^2): (4.0, 0.9, 3.0, -1.4)
impurity ion, same order and units: (5.0, 0.9, 3.0, -1.4)
cube edge: 10.2 bohr
kinetic cutoff: 2.5 Ha
plane waves: 203 (count)
electrons: 32 (count)
defect-cell charge q: 1 e
alpha host: 15.741971 Ha bohr^3
alpha impurity: 20.831351 Ha bohr^3
Vbar bulk: 0.118672 Ha
Vbar defect: 0.123468 Ha
bulk energy, either count: -32.240487 Ha
bulk gap at Gamma: 0.032952 Ha
defect-cell gap at Gamma: 0.030725 Ha
[electron count]
  defect energy: -34.680498 Ha
  bulk highest occupied level: 0.225372 Ha
  defect dE/dN by finite difference: 0.226811 Ha
  defect level at midpoint occupation: 0.226811 Ha
  unaligned defect energy: -2.214639 Ha
  far-point potential offset: 0.019587 Ha
  aligned defect energy F: -2.195052 Ha
[ion count]
  defect energy: -34.557030 Ha
  bulk highest occupied level: 0.106700 Ha
  defect dE/dN by finite difference: 0.103343 Ha
  defect level at midpoint occupation: 0.103343 Ha
  unaligned defect energy: -2.209843 Ha
  far-point potential offset: 0.014792 Ha
  aligned defect energy F: -2.195052 Ha
energy difference, electron minus ion count: -0.123468 Ha
same difference: -3.3597 eV
unaligned difference, electron minus ion: -0.004796 Ha
same unaligned difference: -0.1305 eV
error from mixed conventions: -0.123468 Ha
Size dependence from the formulas, one impurity per supercell
8 ions: unaligned -0.004796 Ha, mixed -0.123468 Ha
64 ions: unaligned -0.000599 Ha, mixed -0.119272 Ha
512 ions: unaligned -0.000075 Ha, mixed -0.118747 Ha
\end{verbatim}
